# PAW Stress at Fixed Plane-Wave Coefficients: Where One-Centre Energies Enter, part 2

We seek the stress of a periodic crystal in the PAW method, from the strain derivative of the energy (no frozen core, local exchange)

$$E=\sum_n f_n\langle\tilde\psi_n|-\tfrac12\nabla^2|\tilde\psi_n\rangle+E_H[\tilde\rho]+E_x[\tilde n]+\sum_a\Delta E^a(\rho^a).\tag{1}$$

Hartree atomic units are used; electron density counts as positive charge, nuclei as $-Z$. Strain multiplies lattice vectors and atomic positions $\mathbf R_a$ by $1+\varepsilon$. The plane-wave list and occupations $f_n$ (including k-point weights) stay fixed. For cell volume $\Omega$ and any function $F$ of fixed form,

$$\frac{\partial\Omega}{\partial\varepsilon_{\alpha\beta}}=\Omega\,\delta_{\alpha\beta},\qquad \frac{\partial q_\gamma}{\partial\varepsilon_{\alpha\beta}}=-\delta_{\gamma\beta}\,q_\alpha,\qquad \frac{\partial F(\mathbf q)}{\partial\varepsilon_{\alpha\beta}}=-q_\alpha\frac{\partial F}{\partial q_\beta}.\tag{6}$$

Smooth orbitals $\tilde\psi_n$, with levels $e_n$ and density $\tilde n$, have coefficients $c_{n\mathbf G}$ at $\mathbf q=\mathbf k+\mathbf G$. Inside spheres of radius $r_c$, partial waves $\phi_i$ have smooth counterparts $\tilde\phi_i$ and projectors $p_i$, with transforms $p_i(\mathbf q)$. We write $P^a_{ni}=\langle p^a_i|\tilde\psi_n\rangle$, $\rho^a_{ij}=\sum_nf_nP^{a*}_{ni}P^a_{nj}$, $q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$, $n^1=\sum\rho_{ij}\phi_i^*\phi_j$ and $S=1+\sum_a\sum_{ij}|p^a_i\rangle q_{ij}\langle p^a_j|$.

The smooth charge $\tilde\rho$, with potential $v_H$, is $\tilde n$ plus rigid compensation charges $Q^ag$, where $\int g=1$, $g$ has transform $g(G)$, and $Q^a=\sum_{ij}\rho^a_{ij}q_{ij}-Z$. The one-centre energies $\Delta E^a$ feel strain only through $\rho^a_{ij}$:

$$\frac{\partial\Delta E^a}{\partial\varepsilon_{\alpha\beta}}=\sum_{ij}\frac{\partial\Delta E^a}{\partial\rho^a_{ij}}\frac{\partial\rho^a_{ij}}{\partial\varepsilon_{\alpha\beta}}.\tag{4}$$

$$\left.\frac{\partial P^a_{ni}}{\partial\varepsilon_{\alpha\beta}}\right|_c=-\tfrac12\delta_{\alpha\beta}P^a_{ni}-\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}\,e^{i\mathbf q\cdot\mathbf R_a}\,q_\alpha\frac{\partial p_i^*(\mathbf q)}{\partial q_\beta}.\tag{8}$$

The derivative of the whole energy with respect to $\rho^a_{ij}$ at fixed $\tilde n$, and the Hamiltonian, are

$$D^a_{ij}=\frac{\partial\Delta E^a}{\partial\rho^a_{ij}}+q_{ij}\int v_H(\mathbf r)\,g(\mathbf r-\mathbf R_a)\,d^3r.\tag{12}$$

$$H=-\tfrac12\nabla^2+v_H+v_x+\sum_a\sum_{ij}|p_i^a\rangle D^a_{ij}\langle p_j^a|.\tag{13}$$

With $\dot S$ the strain derivative of $S$ at fixed $c$,

$$\frac{dE}{d\varepsilon}=\left.\frac{\partial E}{\partial\varepsilon}\right|_c-\sum_nf_ne_n\,c_n^\dagger\dot S\,c_n.\tag{10}$$

The projection, kinetic and exchange terms are

$$\Pi_{\alpha\beta}=\sum_nf_n\sum_a\sum_{ij}\left(D^a_{ij}-e_nq_{ij}\right)2\,\mathrm{Re}\!\left[P^{a*}_{ni}\frac{\partial P^a_{nj}}{\partial\varepsilon_{\alpha\beta}}\right].\tag{14}$$

$$K_{\alpha\beta}=-\sum_nf_n\sum_{\mathbf G}|c_{n\mathbf G}|^2q_\alpha q_\beta.\tag{15}$$

$$X_{\alpha\beta}=\delta_{\alpha\beta}\left(E_x-\int_\Omega v_x\tilde n\,d^3r\right).\tag{16}$$

Here $v_x$ is the exchange potential; for local exchange $X_{\alpha\beta}=-\tfrac13E_x\delta_{\alpha\beta}$. The components $N_{\mathbf G}=\int_\Omega\tilde n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ are independent of strain. The Hartree energy $E_H$ remains: how are its rigid and stretching charges separated?

**A:** Define the Fourier components of the total smooth charge, multiplied by $\Omega$:

$$R_{\mathbf G}=N_{\mathbf G}+\sum_aQ^ag(G)e^{-i\mathbf G\cdot\mathbf R_a},\qquad E_H=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|R_{\mathbf G}|^2}{G^2}.$$

The energy follows from $\tfrac12\int v_H\tilde\rho$ with $v_{\mathbf G}=4\pi R_{\mathbf G}/(\Omega G^2)$. The factor $1/\Omega$ gives $-\delta_{\alpha\beta}E_H$. The factor $1/G^2$ has derivative $2G_\alpha G_\beta/G^4$. Thus

$$J_{\alpha\beta}=-\delta_{\alpha\beta}E_H+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}|R_{\mathbf G}|^2\frac{G_\alpha G_\beta}{G^4}.\tag{17}$$

In $R_{\mathbf G}$ only the shape varies, with $\partial g(G)/\partial\varepsilon_{\alpha\beta}=-g'(G)G_\alpha G_\beta/G$. Using $\partial|R|^2=2\,\mathrm{Re}(R^*\partial R)$,

$$C_{\alpha\beta}=-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\mathrm{Re}\!\left[R^*_{\mathbf G}\sum_aQ^ag'(G)e^{-i\mathbf G\cdot\mathbf R_a}\right]\frac{G_\alpha G_\beta}{G^3}.\tag{18}$$

**Q:** Dropping $\mathbf G=0$ requires a neutral cell. With frozen coefficients the norm changes, and so does the charge.

**A:** For normalised orbitals, $R_0=\sum_nf_n\langle\tilde\psi_n|S|\tilde\psi_n\rangle-\sum_aZ_a=0$. The frozen coefficients do leave this neutral set. But the functional with $\mathbf G=0$ omitted is defined there as well, and it agrees with the wanted energy on the normalised set. Equation (10) gives the derivative along the path of normalised solutions, so the intermediate charge does not affect the result.

**Q:** Then state the stress.

**A:** With positive $\sigma$ meaning tension,

$$\Omega\,\sigma_{\alpha\beta}=\frac{dE}{d\varepsilon_{\alpha\beta}}=K_{\alpha\beta}+J_{\alpha\beta}+C_{\alpha\beta}+X_{\alpha\beta}+\Pi_{\alpha\beta}.\tag{19}$$

The one-centre energies enter through $\Pi$ alone: directly in the first part of $D_{ij}$, and indirectly in the levels $e_n$, because the Hamiltonian (13) contains $D_{ij}$. The compensation charge acts in several places. Its amount changes with the projections; this gives the second part of $D_{ij}$ and also a share of the first, because $Q^a$ stands in $\Delta E^a$ too. It is part of the charge $R_{\mathbf G}$ in $J$, and the refusal of its shape to stretch gives $C$.

**Q:** A stress tensor must be symmetric, but (8) contains $q_\alpha\,\partial/\partial q_\beta$.

**A:** For an s projector $\partial p/\partial q_\beta=p'(q)q_\beta/q$, and each term is symmetric. For other angular momenta a single term need not be. An antisymmetric $\varepsilon$ is, to first order, a rotation of the lattice. If each projector set contains all its magnetic components and $\Delta E$ is rotationally invariant, the minimum energy is unchanged by it. The antisymmetric part of the sum (19) then vanishes.

**Q:** Do p and d channels need anything else?

**A:** The sphere densities then have higher multipoles, and the compensation charge needs shapes $g_L$ with moments $Q_L^a$, where $L$ labels the angular components. Let $q^L_{ij}$ be the derivative of $Q_L$ with respect to $\rho_{ij}$. The second part of (12) becomes $\sum_Lq^L_{ij}\int v_Hg_L$, and the rigid-shape term uses $-G_\alpha\,\partial g_L(\mathbf G)/\partial G_\beta$. The overlap weight remains $-e_nq_{ij}$, because $S$ contains only the overlap. Equation (8) already covers any projector; it was tested for a p-type function by real-space quadrature.

**Q:** Is there a familiar limit?

**A:** If the partial waves conserve the norm in the sense $q_{ij}=0$, the term with $e_n$ disappears and $Q^a=-Z$. If $\Delta E$ is also linearised in $\rho_{ij}$ (and, with p or d channels, the multipole $q^L_{ij}$ vanish as well), $D_{ij}$ is a constant matrix and $\Pi$ is the stress of a separable nonlocal pseudopotential. Linearising while keeping $q_{ij}\ne0$ retains the weight $D_{ij}-e_nq_{ij}$, with the potential-dependent part of $D_{ij}$.

**Q:** I want numbers in which a missing term would show.

**A:** Take H$_2$ with a bond of 1.5 bohr along the diagonal of the $xz$ plane, in a periodic cell of $5\times5\times6$ bohr, volume 150 bohr$^3$. The level is exchange-only LDA, with one doubly occupied band sampled at $\mathbf k=0$ and $(0,0,\tfrac12)$, so each $f_n=1$. The partial waves are the hydrogen 1s and 2s functions, and $r_c=0.7$ bohr keeps the spheres apart. The cutoff is 12 hartree. The sums over $\mathbf G$ in (17) and (18) run over a mesh of $21\times21\times25$ points; a finer mesh changes the $xx$ and $zz$ entries below by less than $10^{-4}$ hartree. Correlation, p channels and denser k sampling are left out. For a single electron in a hydrogen atom, solved in a separate radial basis of 60 sine functions in a 12 bohr sphere, the dataset returns the level $-0.500000$ hartree, against the analytic $-\tfrac12$. Having 1s among the partial waves does not make this exact. The smooth 1s function solves the PAW equation only if $(-\tfrac12\nabla^2+\tilde v-e)\tilde\phi_1$, with $\tilde v$ the smooth potential and $e=-\tfrac12$, lies in the span of the projectors, and the projectors used here (smooth waves times a window function) are not built that way. The agreement shows that two projectors come close enough at this radius.

The weights are small. For the 1s–1s element at $\mathbf k=0$, in hartree,

$$D_{11}-e_nq_{11}=-0.05536-(-0.36568)(0.005456)=-0.05337 .$$

The contributions to $dE/d\varepsilon$, in hartree, are:

| Term | $xx$ | $zz$ | $xz$ |
|---|---:|---:|---:|
| $K$ | −0.3522 | −0.5736 | 0.0924 |
| $J$ | −0.4658 | −0.4912 | −0.1243 |
| $C$ | 0.7730 | 0.7701 | −0.0236 |
| $X$ | 0.1656 | 0.1656 | 0.0000 |
| $\Pi$ | 0.1020 | 0.1012 | 0.0037 |
| Sum | 0.2226 | −0.0280 | −0.0518 |

The $yy$ sum is 0.2408 hartree. Differences of self-consistent energies in strained cells, which use none of the stress formulas, agree with the analytic sums within $5\times10^{-7}$ hartree.

**Q:** Can any entries be checked by hand?

**A:** The trace of (15) must be minus twice the kinetic energy. The three diagonal entries, including $-0.4847$ for $yy$, sum to $-1.4105$, and the smooth kinetic energy is 0.7053 hartree. The trace of (17) must be $-3E_H+2E_H=-E_H$; the entries, with $-0.3349$ for $yy$, sum to $-1.2920$, and $E_H=1.2920$ hartree. Exchange gives $0.4969/3=0.1656$.

**Q:** The rigid-shape term is larger than the total. Is that plausible?

**A:** One term of $E_H$, partly cancelled in the total by the attraction between the compensation charges and $\tilde n$, is the self-energy $\tfrac12Q^2(g|g)$ of each compensation charge. It belongs to a rigid object and cannot depend on strain. Formula (17) nevertheless treats it as if the charge stretched, and (18) takes that stretching back. Large opposite entries are therefore expected. Without $C$, the $xx$ derivative would be $0.2226-0.7730=-0.5504$ hartree, with the wrong sign.

**Q:** Show me that the one-centre energies really act through $\rho_{ij}$ alone.

**A:** The program freezes the coefficients, strains the cell and differentiates the sum of the $\Delta E^a$ numerically. For $xx$ this gives 0.088759 hartree. Formula (4) with the projection derivative (8) gives the same printed value. That $\Delta E^a$ depends on $\rho^a$ alone is built into its definition; the agreement tests (8) and the derivative $\partial\Delta E^a/\partial\rho^a_{ij}$. The compensation part of $D_{ij}$ adds 0.016886 and the overlap part $-0.003643$, so

$$\Pi_{xx}=0.088759+0.016886-0.003643=0.102002\ \text{hartree}.$$

**Q:** The overlap part is tiny. Could it be dropped?

**A:** Frozen coefficients without renormalisation give a numerical $xx$ derivative of 0.226290 hartree. Renormalising each orbital in the strained cell changes it to 0.222647, the value of the full formula to $10^{-6}$ hartree. The difference is the overlap part. It is 1.6% of the $xx$ sum but 13% of the smaller $zz$ sum.

Its size can be understood. On one atom, with 1 for 1s and 2 for 2s,

$$\sum_{ij}\rho_{ij}q_{ij}=12.2156(0.005456)-2(24.8793)(0.001932)+50.6799(0.000684)\approx0.0052 .$$

Two atoms give 0.0104. If only the volume factor in (8) acted, $P\,\partial P$ would bring $2(-\tfrac12)=-1$ times this number. With levels between $-0.366$ and $-0.332$ hartree, $-\sum f_ne_n\,c_n^\dagger\dot Sc_n$ would lie between $-0.0038$ and $-0.0035$ hartree. The printed diagonal values, $-0.0036$ to $-0.0037$, fall in that range.

**Q:** Those density-matrix elements are enormous for a molecule with two electrons.

**A:** Inside 0.7 bohr the 1s and 2s functions are nearly proportional, so large coefficients of opposite sign describe a modest density. At the nucleus $\phi_1^2=1/\pi$, $\phi_2^2=1/(8\pi)$ and $\phi_1\phi_2=1/(\pi\sqrt8)$, which gives

$$n^1(0)=3.8883-5.5998+2.0165\approx0.305\ \text{bohr}^{-3}.$$

This value belongs to the 12 hartree basis and is not a converged density at the nucleus; with the same k points it rises to 0.340 at 18 hartree and 0.360 at 50 hartree. Single elements of $\rho$ or $D$ depend on the chosen partial waves. Contracted sums such as $n^1(0)$ stay the same when these waves are recombined linearly. Sums such as $\sum\rho_{ij}q_{ij}$ and $\Pi$ still depend on the sphere radius, so they are parts of the calculation and not physical quantities by themselves.

**Q:** What is the final stress, and is it the stress of solid hydrogen?

**A:** Dividing by 150 bohr$^3$ gives $\sigma_{xx}=1.484\times10^{-3}$ hartree/bohr$^3$, or 43.7 GPa. The other components are $\sigma_{yy}=47.2$, $\sigma_{zz}=-5.5$ and $\sigma_{xz}=-10.2$ GPa. The pressure is

$$p=-\tfrac13(43.67+47.23-5.49)=-28.5\ \text{GPa}.$$

This is not a prediction for hydrogen. The k sampling differs between directions (two points along $z$, one along $x$ and $y$), and it is far from converged. At the same cutoff, a $2\times2\times2$ mesh containing $\mathbf k=0$ gives $p=+0.8$ GPa, $\sigma_{xx}=-3.1$ and $\sigma_{zz}=3.7$ GPa, and a $2\times2\times2$ mesh shifted by half a step gives $p=-6.4$ GPa, $\sigma_{xx}=7.5$ and $\sigma_{zz}=4.8$ GPa. The size, the anisotropy and even the signs of the components above come largely from the sparse sampling. They test formula (19) for this functional and sampling, and no more.

**Q:** The plane-wave list was fixed. Would a fixed cutoff energy give another answer?

**A:** In an unconverged basis, yes. Let $\delta(E_{\rm cut})>0$ be the basis error of the energy, and neglect its other dependence on volume. Under a uniform strain $\eta$ a fixed list has $E_{\rm cut}\to(1-2\eta)E_{\rm cut}$, so the error adds $-2E_{\rm cut}\delta'$ to $dE/d\eta$. Since $p=-(dE/d\eta)/(3\Omega)$,

$$p_{\rm fixed\ list}-p_{\rm converged}\approx\frac{2E_{\rm cut}}{3\Omega}\,\delta'(E_{\rm cut})<0 .$$

At a fixed cutoff $\delta$ does not change under the same assumption, so that pressure is $p_{\rm converged}$ and the expression above is the difference asked for. Raising the cutoff from 12 to 18 hartree lowers the energy by 0.00735 hartree, a mean slope of $-0.00122$. With this mean slope as a rough stand-in for $\delta'$ at 12 hartree, the estimate is $(24/450)(-0.00122)=-6.5\times10^{-5}$ hartree/bohr$^3$, or $-1.9$ GPa. The energy falls faster near 12 hartree than on average between 12 and 18: between 11 and 13 hartree the slope is $-0.00204$, which gives $-3.2$ GPa. The first number therefore understates the size of the error, and its closeness to the shift quoted next is accidental. The computed pressure moves from $-28.5$ to $-26.7$ GPa, in the expected direction. This shift is a different quantity from the estimate: it is the difference of the basis errors of the 12 and 18 hartree lists, and the 18 hartree value is not a converged limit, so only the sign and order of magnitude can be compared. At 50 hartree the pressure is $-25.6$ GPa, so the basis error of the 12 hartree list is about $-2.8$ GPa, near the estimate from the local slope. Equation (19) remains the derivative of the energy at each fixed list; the basis error lies in that energy.

## Table of computed values

```
cell edges (bohr): 5.0 5.0 6.0
bond length, sphere radius (bohr): 1.50 0.70
cell volume (bohr^3): 150.0
cutoff, larger cutoff (hartree): 12.0 18.0
plane waves at k=0 and k=(0,0,1/2): 285 306
same, larger cutoff: 559 548
one-electron H atom level from dataset (hartree): -0.500000
q_11 q_12 q_22 (1=1s, 2=2s): 0.005456 0.001932 0.000684
levels e_n at the two k points (hartree): -0.365684 -0.332186
energy: kinetic, Hartree, exchange, one-centre (hartree): 0.705255 1.291968 -0.496922 -2.653381
total energy (hartree): -1.153080
rho_11 rho_12 rho_22, atom 1: 12.215550 -24.879264 50.679917
D_11 D_12 D_22, atom 1 (hartree): -0.055364 -0.019056 -0.006551
D-e_n q: 11 12 22, k=0 (hartree): -0.053369 -0.018349 -0.006301
D-e_n q: 11 12 22, k=(0,0,1/2) (hartree): -0.053551 -0.018414 -0.006324
dE/dstrain in hartree, components xx yy zz xz:
  kinetic: -0.352229 -0.484674 -0.573607 0.092409
  Hartree: -0.465808 -0.334935 -0.491225 -0.124267
  rigid shape: 0.773043 0.796642 0.770050 -0.023649
  exchange: 0.165641 0.165641 0.165641 0.000000
  one-centre D: 0.088759 0.084787 0.087921 0.003772
  compensation D: 0.016886 0.017003 0.016901 -0.000107
  -e_n q: -0.003643 -0.003668 -0.003646 0.000023
  analytic total: 0.222648 0.240796 -0.027965 -0.051818
  self-consistent energy differences: 0.222648 0.240796 -0.027965 -0.051818
  frozen c, renormalised, differences: 0.222647 0.240796 -0.027965 -0.051818
  frozen c, not renormalised, differences: 0.226290 0.244464 -0.024319 -0.051841
  analytic total without -e_n q: 0.226291 0.244464 -0.024319 -0.051841
  frozen c, one-centre energy only, differences: 0.088759 0.084787 0.087921 0.003772
largest error, self-consistent (hartree): 4.7e-07
largest error, frozen renormalised (hartree): 2.4e-07
largest error, frozen unnormalised (hartree): 2.4e-07
largest error, one-centre part (hartree): 1.1e-08
largest error if -e_n q is omitted (hartree): 3.7e-03
relative error, p-type projection rule: 1.0e-08
stress xx yy zz xz (1e-3 hartree/bohr^3): 1.4843 1.6053 -0.1864 -0.3455
stress xx yy zz xz (GPa): 43.67 47.23 -5.49 -10.16
pressure (GPa): -28.47
larger cutoff: total energy (hartree): -1.160425
larger cutoff: stress xx yy zz xz (GPa): 41.88 44.92 -6.75 -9.83
larger cutoff: pressure (GPa): -26.69
```
